Stretched exponentials in logarithmic time and the drift of amorphous resistance

**1. What the scales fix**

A stretched exponential relaxation is

φ(t) = exp[−(t/τ)^β], 0 < β ≤ 1,

where φ is the part not yet relaxed, τ is the relaxation time and β is the stretching exponent. The only time scale is τ, so φ can depend on t only through t/τ. A change of the unit of time shifts ln t and ln τ equally and leaves their difference unchanged. The natural variable is therefore ln(t/τ). Since

(t/τ)^β = exp[β ln(t/τ)],

the exponent β enters only as a factor on this variable. With

u = β ln(t/τ), φ = g(u) = exp(−e^u),

one curve g(u) serves every β. Plotted against ln t, a smaller β stretches this curve horizontally without changing its shape. Any feature of fixed width Δu therefore spans Δu/(β ln 10) decades of time. This fixes the factor 1/β; the expansion below supplies the number that multiplies it.

**2. The expansion about the relaxation time**

Let s = e^u = (t/τ)^β, so that ds/du = s and t = τ corresponds to u = 0, s = 1. Every derivative of g is a polynomial P(s) times e^(−s), because the chain rule gives

d/du [P(s) e^(−s)] = s [P′(s) − P(s)] e^(−s).

Starting from P = 1 and applying this rule repeatedly:

g′ = −s e^(−s)
g″ = (s² − s) e^(−s)
g‴ = (−s + 3s² − s³) e^(−s)
g⁗ = (−s + 7s² − 6s³ + s⁴) e^(−s)

The fifth derivative has the polynomial −s + 15s² − 25s³ + 10s⁴ − s⁵. At s = 1 the polynomials of orders one to five take the values −1, 0, 1, 1 and −2. Dividing by the factorials 1, 2, 6, 24 and 120 gives

φ = (1/e)[1 − u + u³/6 + u⁴/24 − u⁵/60 + …].

There is no quadratic term, whatever the value of β. To second order in ln(t/τ),

φ ≈ (1/e)[1 − β ln(t/τ)],

which is logarithmic relaxation. The second derivative g″ = s(s − 1)e^(−s) vanishes for positive s only at s = 1, so t = τ is the single inflection point of φ in logarithmic time. The relaxation rate per unit of ln t is largest there.

The result belongs to φ as a function of ln t. The logarithm of φ has a quadratic term,

ln φ = −e^u = −1 − u − u²/2 − …,

so a plot of ln φ against ln t is curved at τ.

**3. A bound that holds at all times**

Because the quadratic term is absent, Taylor's theorem with remainder gives

φ − (1 − u)/e = u³ g‴(ξ)/6,

with ξ between 0 and u. It remains to bound g‴. Its extrema satisfy g⁗ = 0, and after removal of the factor s e^(−s) this reads

s³ − 6s² + 7s − 1 = 0.

The left side equals −1, 1, −3 and 9 at s = 0, 1, 2 and 5, so there is one root in each of the three intervals between these points. Since g‴ tends to zero for s → 0 and for s → ∞, its largest magnitude M occurs at one of the roots. Solving the cubic numerically gives M = 0.4296, at the root between 1 and 2. Hence, for all t > 0,

|φ − (1 − u)/e| ≤ M|u|³/6, M/6 = 0.0716.

Let δ be the allowed absolute error of φ, whose full range is 1. The logarithmic law is guaranteed to this accuracy for |u| ≤ (6δ/M)^(1/3). Both sides of τ together span at least

N = 2(6δ/M)^(1/3)/(β ln 10) decades.

For δ = 0.01 this guaranteed width is 0.451/β. Replacing M by the value of g‴ at τ, which is 1/e, gives the leading estimate 0.475/β. Solving numerically for the two times at which the error reaches 0.01 gives the actual widths:

β = 1: 0.48 decades
β = 0.5: 0.96 decades
β = 0.1: 4.82 decades
β = 0.06: 8.04 decades
β = 0.03: 16.08 decades

The window contains a fixed part of the relaxation. In the leading estimate its width in u is 0.475 ln 10 = 1.09, over which the line falls by 1.09/e ≈ 0.40. Across the actual window φ itself falls by 0.39. A small β spreads this same part, about 40 % of the total change, over more decades; it does not make more of the relaxation logarithmic.

**4. What the missing term contributes**

The role of the missing term shows when the expansion is made about another time t₀. Let s₀ = (t₀/τ)^β and v = β ln(t/t₀). The derivatives of section 2, taken at s₀, give

φ = e^(−s₀)[1 − s₀v + s₀(s₀ − 1)v²/2 + …].

The coefficient of v², including the prefactor, is

q = s₀(s₀ − 1)e^(−s₀)/2.

It is −0.0758 at s₀ = 0.5, zero at s₀ = 1 and 0.1353 at s₀ = 2. Before τ the curve bends downward in logarithmic time, and after τ it bends upward.

Where q ≠ 0, the error of the tangent is |q|v² to leading order, and the half-width in v is (δ/|q|)^(1/2). At τ the half-width is (6eδ)^(1/3). Both are divided by β when converted to ln t, so the factor 1/β does not depend on the missing quadratic term. What the missing term changes is the power of δ, and therefore the width when δ is small. For β = 0.06 and δ = 0.01, the tangent at s₀ = 0.5 holds over 5.34 decades, against 8.04 decades for the tangent at τ. The square-root width requires δ small enough that the v² term outweighs the cubic one, which fails for s₀ near 1 at δ = 0.01. At that δ the tangent at τ is not the widest: the tangent at s₀ = 0.7 holds over 11.0 decades, because the curve bends back across it after τ before the error reaches δ. The advantage of τ over any fixed s₀ ≠ 1 is assured only as δ → 0. When δ is reduced from 10⁻³ to 10⁻⁶, the window at τ shrinks by a factor of 10.03 and the window at s₀ = 0.5 by 31.67, close to the leading-order values 1000^(1/3) = 10 and 1000^(1/2) = 31.6.

**5. Where the logarithmic law ends**

For t ≪ τ in the sense s ≪ 1, expanding the exponential gives

1 − φ ≈ (t/τ)^β,

a power law. The value s = 0.1, where this form is still about 5 % too high, lies 1/β decades before τ, so for β = 0.06 it is reached only some 17 decades earlier. The logarithmic line instead passes φ = 1 at u = 1 − e and keeps rising toward earlier times. On the late side it reaches zero at u = 1, that is at t = τe^(1/β), where the true value is φ = e^(−e) > 0. Beyond that time the line is negative, while φ decays smoothly to zero.

If β → 0 while the observed interval of t/τ is held fixed, the error of the line falls as β³ but the observed change of φ falls as β. A drift of fixed size then requires the total amplitude of the relaxing quantity to grow as 1/β.

**6. From barrier relaxation to resistance drift**

The application to an amorphous semiconductor needs three assumptions: conduction is thermally activated, the activation energy rises in proportion to the relaxed part 1 − φ, and the temperature T and the prefactor R* are constant. Then

R = R* exp(E_a/kT), E_a(t) = E_∞ − ΔE φ(t),

with ΔE > 0 the total rise of the barrier and k Boltzmann's constant. Since φ(τ) = 1/e, dividing by R(τ) removes R* and E_∞:

ln[R(t)/R(τ)] = (ΔE/kT)[1/e − φ(t)].

Inserting the series of section 2,

ln[R(t)/R(τ)] = (ΔE/(e kT))[u − u³/6 − u⁴/24 + …].

The first term is ν ln(t/τ), so near τ

R(t) ≈ R(τ)(t/τ)^ν, ν = βΔE/(e kT).

Logarithmic relaxation of the barrier thus appears as a power law in the resistance. The error of ln R is at most (ΔE/kT)M|u|³/6. The quadratic term is absent from ln R because ln R is linear in φ. It is present in R itself, since (t/τ)^ν = 1 + ν ln(t/τ) + ν² ln²(t/τ)/2 + …, so R plotted on a linear scale against ln t is curved.

The local drift exponent follows from d/d ln t = β d/du and g′ = −s e^(−s):

d ln R/d ln t = (βΔE/kT) s e^(−s) = ν exp(1 + u − e^u).

The exponent 1 + u − e^u begins with −u²/2, so the local value is ν(1 − u²/2) to second order, with its maximum at τ.

To evaluate the full formula near τ without cancellation, write φ = e^(−1)exp(1 − s) and 1 − s = −(e^u − 1). With the library function expm1(y) = e^y − 1, which stays accurate for small y,

1/e − φ = −(1/e) expm1(−expm1(u)).

**7. What a fit to data determines**

Suppose ln R is fitted by a straight line in ln t, with points spread evenly over −L ≤ u ≤ L. The least-squares slope of a function f(u) on this symmetric interval is ∫u f du/∫u² du, to which even terms contribute nothing. For f = u − u³/6,

slope = 1 − (1/6)(2L⁵/5)/(2L³/3) = 1 − L²/10.

The fitted exponent is therefore lower than ν by the fraction L²/10, to leading order.

The fit gives the product βΔE, not the two factors. Replace β by β/2 and ΔE by 2ΔE, with τ, T and R(τ) held fixed. The linear term is unchanged, while u³/6 becomes 2(u/2)³/6 = u³/24. The change in ln R is then (ΔE/(e kT))u³/8 to leading order, and separating β from ΔE requires resolving a third-order quantity.

**8. Worked example**

The parameters are round values chosen to give a drift of the size found in a Ge-Sb-Te phase-change cell: T = 300 K, β = 0.06, ΔE = 0.12 eV, τ = 1000 s, R(τ) = 1 MΩ and E_a(τ) = 0.30 eV. The cell is observed from 1 s to 10⁶ s, three decades on each side of τ.

With kT = 25.85 meV, ΔE/kT = 4.642 and

ν = 0.06 × 4.642/2.718 = 0.1025.

At 10⁶ s, u = 0.06 × ln 1000 = 0.4145 and φ = 0.2201, so

ln[R/R(τ)] = 4.642 × (0.3679 − 0.2201) = 0.686,

and R = 1.99 MΩ. At 1 s, φ = 0.5165 and R = 0.502 MΩ. The local exponent is 0.0950 at 1 s, 0.1025 at τ and 0.0928 at 10⁶ s, so it stays within 10 % of ν over the six decades.

A least-squares line through the computed ln R has slope 0.1007, which is 1.70 % below ν; the estimate L²/10 gives 1.72 %. The largest misfit of ln R is 0.0095, or about 1 % of R. Halving β and doubling ΔE, with τ and R(τ) held fixed, changes ln R by at most 0.0166 over the same interval. A fit absorbs most of this: with β = 0.03 and ΔE, τ and the resistance scale readjusted by least squares, the largest difference is 0.006, although that curve gives 3.46 MΩ at ten years instead of the value found below.

Extrapolation separates the model from the power law more clearly. At ten years the model gives 3.19 MΩ and the power law with exponent ν gives 3.66 MΩ, about 15 % more. The model saturates at R(τ)exp[ΔE/(e kT)] = 5.52 MΩ, whereas the power law has no limit.

**9. Size of the neglected effects**

**Temperature of use.** Suppose τ = τ_a exp(E_r/kT) with an assumed attempt time τ_a = 10⁻¹³ s. The chosen τ at 300 K then requires E_r = kT ln(10¹⁶) = 0.952 eV. For a cell held at 350 K from the start, with β and ΔE unchanged, τ falls to 5.18 s. The local exponent is then 0.0874 at 1 s and 0.0622 at 10⁶ s. Holding β fixed is itself an assumption. If the small β stands for a fixed spread of Arrhenius barriers, β grows roughly in proportion to T, the peak exponent stays near 0.102, and the values become 0.102 at 1 s and 0.062 at 10⁶ s. The same six decades are no longer centred on τ, and one power law describes them less well.

**Temperature stability.** At age τ, with the structure frozen, a rise of 1 K lowers R by 3.78 %. A shift of 0.0095/0.0378 = 0.25 K therefore changes R by as much as the largest misfit of the line. To see the curvature in this example without averaging many readings, the temperature must be held, or corrected for, to better than that.

**The read pulse.** A read voltage of 0.1 V across 20 nm gives 0.050 MV/cm. For hopping over an assumed distance of 5 nm, the current varies as sinh(y), with y = 0.1 × (5/20)/(2 × 0.02585) = 0.48, and exceeds the ohmic value by 3.9 %. At fixed voltage, temperature and hopping distance this factor is the same at every age and leaves ν unchanged. The condition on the distance is tight: if relaxation lengthened it from 5 to about 5.6 nm, ln R would fall by about 0.01, as much as the largest misfit of the line. With an assumed thermal resistance of 2 K/µW, the steady heating at 1 s is (0.1 V)²/(0.502 MΩ) × 2 K/µW = 0.040 K.

**Crystallization.** Assume a crystallization time of ten years at 378 K and an activation energy of 2.5 eV. Then 10⁶ s is 7 × 10⁻¹² of the crystallization time at 300 K and 7 × 10⁻⁶ of it at 350 K, negligible in both cases if the Arrhenius extrapolation holds.

**A prefactor that follows the barrier.** Under the Meyer-Neldel rule, R* varies as exp(−E_a/E_MN). Then ln R varies as E_a(1/kT − 1/E_MN), and ν is multiplied by 1 − kT/E_MN. For a trial value E_MN = 0.05 eV, ν falls from 0.1025 to 0.0495. Since ln R is still linear in E_a, the shape of the drift in ln t is unchanged, but the ΔE inferred from a measured exponent roughly doubles.

**Very short times.** At 300 K the formula claims that 10.4 % of the relaxation is complete at 10⁻¹³ s, about one atomic vibration. No structural relaxation can be that fast, so the stretched exponential cannot hold down to such times. ΔE is then an amplitude extrapolated from the observed window, not the full barrier change since the glass was formed.

**10. Comparison with real cells**

Amorphous Ge-Sb-Te cells near room temperature show drift exponents of roughly 0.1. The example agrees because its parameters were chosen to do so, which is no evidence for the model. The value β = 0.06 is far below the rough value of 0.5 familiar from structural relaxation of glasses near their glass transition. With β = 0.5 the logarithmic window at δ = 0.01 is about one decade for the tangent at τ and about 1.6 decades for the best line over an interval that contains τ, too short to imitate drift over six. So small a β is better read as a compact description of a very broad spread of relaxation times than as a microscopic law. Real devices also change temperature in use, which breaks the isothermal assumption. Within the model even a constant temperature matters: in the example, 350 K throughout instead of 300 K lowers the exponent at 10⁶ s from 0.0928 to 0.0622. This fall comes from the stretched-exponential form, with τ placed at the centre of the window at 300 K, and is not a prediction for real cells. For a flat spread of barriers of width W, φ falls by kT/W per unit of ln t, so the exponent is ΔE/W at any temperature while kT ln(t/τ_a) lies well inside the spread.

For implementation, the power law is adequate when the times of interest lie within the window around τ and the bound on ln R is below the required accuracy. Outside it the model must be evaluated with the full expression for φ, with β and ΔE treated as separately known only if the data resolve the third-order term. For a real cell, data inside the window do not show that this expression is the right continuation. A flat spread of relaxation barriers from 0.4 to 1.6 eV matches the example within 0.0095 in ln R from 1 s to 10⁶ s, keeps the exponent 0.1007 and gives 3.58 MΩ at ten years instead of 3.19 MΩ.
